# Child's law for the ion current through a high-voltage sheath

Suppose that a wall is biased 1000 V below a plasma and that the sheath thickness is guessed to be one Debye length. For the model plasma treated below, that guess is 0.13 mm, whereas the ion space charge requires about 8 mm. The field at the wall, estimated as voltage divided by Debye length, comes out some 46 times too large, and the ion transit time and the condition for collisionless flow are misjudged as well. What is missing is a relation between ion current, voltage and thickness.

## Setting and assumptions

SI units are used, with temperatures and particle energies in electronvolts. The numerical value of an energy in eV then equals a potential in volts, and multiplication by the elementary charge $e$ converts it to joules.

The sheath lies between its plasma edge at $x=0$ and a plane wall at $x=s$. The potential is $\phi(0)=0$ and $\phi(s)=-V$, with $V>0$. It is convenient to use the potential drop $U=-\phi$, which is positive inside the sheath. The field component toward the wall is

$$E=-\frac{d\phi}{dx}=\frac{dU}{dx}=U'.$$

Assume the following.

1. The flow is steady, planar and collisionless, with no ionization in the sheath.
2. The ions are singly charged, have mass $M$, and all have the same speed $u(x)$ at a given position.
3. Their entrance energy is negligible: $u(0)=0$ in the limiting problem.
4. The field at the edge is negligible: $U'(0)=0$.
5. Electrons, including secondary electrons from the wall, contribute no space charge.

Let $J>0$ be the magnitude of the ion current density toward the wall.

**Theorem (Child's law).** Under these assumptions,

$$J=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2},\qquad U(x)=V\left(\frac{x}{s}\right)^{4/3}.$$

For a given ion mass, the current density is therefore proportional to $V^{3/2}/s^2$.

## Two lemmas and the proof

**Lemma 1.** For $0<x\le s$, the potential drop satisfies

$$U''=K U^{-1/2},\qquad K=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e}}.$$

*Proof.* An ion starting at rest gains kinetic energy equal to its loss of electrostatic energy:

$$\frac12Mu^2=eU,\qquad u=\sqrt{\frac{2eU}{M}}.$$

With neither ionization nor loss, the current density $J=enu$ is independent of position, so the ion density is $n=J/(eu)$. Poisson's equation for positive charge alone is $\phi''=-en/\varepsilon_0$. Since $U=-\phi$,

$$U''=\frac{en}{\varepsilon_0}=\frac{J}{\varepsilon_0u}
=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e}}\,U^{-1/2}.\quad\square$$

**Lemma 2.** The field satisfies $U'^2=4KU^{1/2}$.

*Proof.* Multiply Lemma 1 by $U'$. The two sides are total derivatives:

$$U'U''=\frac{d}{dx}\left(\frac{U'^2}{2}\right),\qquad
KU^{-1/2}U'=\frac{d}{dx}\left(2KU^{1/2}\right).$$

Integrate from a small positive position to $x$, then let the lower position tend to zero. Both $U$ and $U'$ vanish there, so the lower limits contribute nothing, and $U'^2/2=2KU^{1/2}$. $\square$

*Proof of the theorem.* Since $U''>0$ and $U'(0)=0$, the slope is positive for $x>0$. The positive square root in Lemma 2 is therefore required:

$$U'=2\sqrt K\,U^{1/4}.$$

Divide by $U^{1/4}$ and integrate from the edge:

$$\int_0^{U(x)}U_1^{-1/4}\,dU_1=2\sqrt K\int_0^xdx_1,
\qquad \frac43U^{3/4}=2\sqrt K\,x.$$

Hence $U^{3/4}=\tfrac32\sqrt K\,x$, and squaring gives

$$U^{3/2}=\frac94Kx^2.$$

At the wall, $V^{3/2}=\tfrac94Ks^2$. Dividing the two relations gives $(U/V)^{3/2}=(x/s)^2$, which is the stated profile. Solving the wall relation for $K$ and using $J=\varepsilon_0\sqrt{2e/M}\,K$ gives the stated current. $\square$

**Remark on the edge and the wall.** Because $u\propto U^{1/2}\propto x^{2/3}$, the density in this limiting solution varies as $x^{-2/3}$. It diverges at the edge, but its integral is proportional to $x^{1/3}$ and is finite. The divergence comes from setting the entrance speed to zero at finite current. At the other end, differentiating the profile gives the wall field

$$U'(s)=\frac{4V}{3s},$$

which is four thirds of the mean field $V/s$.

## The motion of one ion

The same law follows from the time $t$ since an ion crossed the edge, and this route makes the entrance energy easy to restore.

**Lemma 3.** If the edge field is zero, an ion feels the field $E=Jt/\varepsilon_0$, whatever its entrance speed $u_0$.

*Proof.* Gauss's law equates $\varepsilon_0E$ to the charge per unit area between the edge and the ion. In steady flow, with $dx_1/u=dt_1$,

$$\varepsilon_0E=\int_0^x en\,dx_1=\int_0^x\frac{J}{u}\,dx_1=J\int_0^tdt_1=Jt.\quad\square$$

Newton's equation is then $M\,du/dt=eJt/\varepsilon_0$. Define $a=eJ/(2\varepsilon_0M)$. Two integrations give

$$u=u_0+at^2,\qquad x=u_0t+\frac{at^3}{3}.$$

For $u_0=0$, the transit time $\tau$ satisfies $s=a\tau^3/3$ and $u(s)=a\tau^2$. Their ratio gives

$$\tau=\frac{3s}{u(s)}.$$

The mean ion speed is one third of the impact speed, because the ion spends much of its time near the edge.

**Proposition 1 (finite entrance energy).** Let the ions enter with energy $E_0$ in eV, still with zero edge field and no electrons. Put $r=\sqrt{E_0/V}$ and $q=\sqrt{1+r^2}$. If $J_C$ is the Child current for the same $V$, $s$ and $M$, then

$$\frac{J}{J_C}=(q-r)(q+2r)^2.$$

*Proof.* Let $u_s$ be the impact speed. From $u_s-u_0=a\tau^2$,

$$s=\tau\left(u_0+\frac{a\tau^2}{3}\right)
=\tau\left(u_0+\frac{u_s-u_0}{3}\right)
=\frac{\tau(u_s+2u_0)}{3}.$$

Square this and insert $\tau^2=(u_s-u_0)/a$:

$$s^2=\frac{(u_s-u_0)(u_s+2u_0)^2}{9a}.$$

Since $J=2\varepsilon_0Ma/e$,

$$J=\frac{2\varepsilon_0M}{9e}\,
\frac{(u_s-u_0)(u_s+2u_0)^2}{s^2}.$$

Let $v=\sqrt{2eV/M}$. Energy conservation gives $u_0=rv$ and $u_s=qv$. The prefactor becomes

$$\frac{2\varepsilon_0M}{9e}\frac{v^3}{s^2}
=\frac{2\varepsilon_0M}{9e}\,\frac{2eV}{M}\sqrt{\frac{2eV}{M}}\,\frac1{s^2}
=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}\frac{V^{3/2}}{s^2}=J_C,$$

and the remaining factor is the one claimed. $\square$

For small $r$, $q=1+O(r^2)$, so

$$\frac{J}{J_C}=(1-r)(1+4r)+O(r^2)=1+3r+O(r^2).$$

The correction depends on the square root of the energy ratio. An entrance energy of one part in a thousand of $V$ therefore changes the current by nearly ten percent, not by a tenth of a percent.

In the opposite limit, $r\gg1$, one has $q-r\simeq1/(2r)$ and $q+2r\simeq3r$. The factor tends to $9r/2$, and

$$J\simeq2\varepsilon_0\sqrt{\frac{2eE_0}{M}}\,\frac{V}{s^2}.$$

The ions then hardly change speed, their density is nearly uniform, and the current is linear in $V$. At fixed entrance energy, the power $3/2$ thus depends on the sheath voltage supplying nearly all the ion energy; for $E_0=1.5$ eV and $V=1000$ V the local exponent is already 1.45. If instead $E_0$ grows in proportion to $V$, then $r$ is constant, the power $3/2$ survives, and only the coefficient changes.

## What the plasma fixes

Child's law is one relation among $J$, $V$ and $s$. It does not say which of them is imposed. In a common model of a plasma sheath, ions arrive at the Bohm speed

$$u_B=\sqrt{\frac{eT}{M}},$$

where $T$ is the electron temperature in eV. If $n_s$ is the density at the edge, the plasma supplies $J=en_su_B$, and the sheath thickness adjusts. Solving Child's law for $s^2$ gives

$$s^2=\frac49\,\frac{\varepsilon_0\sqrt{2e/M}\,V^{3/2}}{en_s\sqrt{eT/M}}
=\frac{4\sqrt2}{9}\,\frac{\varepsilon_0T}{en_s}\left(\frac VT\right)^{3/2}.$$

With the Debye length $\lambda_D=\sqrt{\varepsilon_0T/(en_s)}$, the square root is

$$s_C=\frac{\sqrt2}{3}\lambda_D\left(\frac{2V}{T}\right)^{3/4}.$$

At fixed plasma conditions, a higher voltage thickens the sheath as $V^{3/4}$ and leaves the current unchanged.

## How good is the neglect of electrons?

Now restore electrons with density $n_s e^{-U/T}$, and let the ions enter at $u_B$. Put $\eta=U/T$ and $\xi=x/\lambda_D$. Energy conservation gives $u=u_B\sqrt{1+2\eta}$, hence an ion density $n_s(1+2\eta)^{-1/2}$. Poisson's equation becomes

$$\frac{d^2\eta}{d\xi^2}=\frac1{\sqrt{1+2\eta}}-e^{-\eta}.$$

Multiply by $d\eta/d\xi$ and integrate from $\eta=0$, where the field tends to zero. The ion term contributes $\sqrt{1+2\eta}-1$, and the electron term contributes $-(1-e^{-\eta})$:

$$\frac12\left(\frac{d\eta}{d\xi}\right)^2=\sqrt{1+2\eta}+e^{-\eta}-2.$$

Near the edge, the expansions $\sqrt{1+2\eta}=1+\eta-\eta^2/2+\eta^3/2+\dots$ and $e^{-\eta}=1-\eta+\eta^2/2-\eta^3/6+\dots$ leave $\eta^3/3$ on the right. Thus $d\xi/d\eta\propto\eta^{-3/2}$, whose integral diverges at $\eta=0$. The formal edge is infinitely far away, so a finite thickness needs a convention. Here it is measured from $\eta=1$, where the potential has dropped by one electron temperature.

**Proposition 2.** In this model, with $\eta=V/T$ at the wall, the thickness $s$ satisfies

$$\frac{s}{s_C}=1+\frac{3}{\sqrt{2V/T}}+\text{smaller terms}\qquad(V/T\to\infty).$$

*Proof.* At large $\eta$ the term $e^{-\eta}$ is exponentially small. Put $w=\sqrt{1+2\eta}$, so that $d\eta=w\,dw$ and $d\eta/d\xi=\sqrt2\sqrt{w-2}$. Then

$$\xi=\frac1{\sqrt2}\int\frac{w\,dw}{\sqrt{w-2}}+C.$$

With $p=w-2$,

$$\int\frac{p+2}{\sqrt p}\,dp=\frac23p^{3/2}+4p^{1/2}
=\frac23\sqrt p\,(p+6),$$

and therefore

$$\xi=\frac{\sqrt2}{3}\sqrt{w-2}\,(w+4)+C.$$

The constant $C$ contains the effect of the region where electrons matter and of the edge convention. Expanding for large $w$,

$$\sqrt{w-2}\,(w+4)=w^{3/2}\left(1-\frac1w+\dots\right)\left(1+\frac4w\right)
=w^{3/2}\left(1+\frac3w+\dots\right).$$

Child's thickness is $s_C/\lambda_D=(\sqrt2/3)(2\eta)^{3/4}$, while $w=\sqrt{2\eta}$ up to a relative correction of order $1/\eta$. Division gives the result; the constant $C$ contributes a relative term of order $\eta^{-3/4}$, which is smaller than the displayed $\eta^{-1/2}$. $\square$

**Remark on the two causes.** The Bohm entrance energy is $E_0=T/2$, so $r=1/\sqrt{2V/T}$. At fixed $J$, Proposition 1 gives a thickness factor $\sqrt{1+3r}\simeq1+3r/2$. This is half of the correction in Proposition 2. Electrons supply the other half. In the first integral at large $\eta$, the entrance motion of the ions subtracts 1 from $w$, and the electron pressure at the edge subtracts another 1. Both lower the field, so a longer distance is needed to accumulate the same voltage.

## Worked example

Take a model plasma with ions of mass 40 u, $T=3$ eV and $n_s=10^{16}\ \mathrm{m^{-3}}$, and a steady sheath voltage of 1000 V. The Bohm speed is 2690 m/s, so

$$J=en_su_B=(1.602\times10^{-19})(10^{16})(2690)\ \mathrm{A/m^2}=4.31\ \mathrm{A/m^2},$$

or 0.431 mA/cm². The Debye length is 0.1288 mm and $2V/T=666.7$. Child's thickness is

$$s_C=0.4714\,(666.7)^{3/4}\lambda_D=61.85\,\lambda_D=7.96\ \mathrm{mm}.$$

The wall field is $4V/(3s_C)=167$ kV/m. Ions strike the wall at 69.5 km/s after a transit time

$$\tau=\frac{3(7.964\times10^{-3}\ \mathrm m)}{6.946\times10^4\ \mathrm{m/s}}=0.344\ \mathrm{\mu s}.$$

Continuity gives a wall density $n_su_B/u(s)=3.87\times10^{14}\ \mathrm{m^{-3}}$, about 4 percent of the edge density. Doubling the voltage at fixed $J$ multiplies $s_C$ by $2^{3/4}$, to 13.4 mm. Had the thickness been held fixed instead, the current would have had to rise by a factor of $2^{3/2}=2.83$.

As a test, Poisson's equation was integrated numerically and the current adjusted until the wall potential was correct. With an entrance energy of $10^{-5}$ eV, the current exceeded Child's value by a fraction $3.00\times10^{-4}$. Proposition 1 predicts this excess: $r=\sqrt{10^{-5}/1000}=10^{-4}$, and $3r=3\times10^{-4}$. The fitted exponents of $V$ and $s$ were 1.4999 and $-2.0000$.

The physical entrance energy, 1.5 eV, has a larger effect. By itself it raises the thickness at fixed $J$ by 5.8 percent. With electrons included too, the thickness measured from $\eta=1$ is 8.84 mm, which is 11.1 percent above Child's value. With this edge convention the leading correction, $3/\sqrt{666.7}=0.116$, slightly overestimates the difference; the smaller terms make up the rest. Equivalently, if the 8.84 mm thickness were inserted in Child's law, the true model current would be 1.23 times the result. These figures depend strongly on where the edge is placed. Measured from $\eta=0.1$, the thickness is 9.71 mm, 22 percent above Child's value, and the current factor is 1.49. Measured from $\eta=3$, the thickness is 8.52 mm, 7 percent above Child's value, and the factor is 1.14.

Electrons are scarce through most of the sheath. At $\eta=5$ their density is 2.2 percent of the ion density, and Child's profile reaches this potential at $x/s=0.043$. Their effect on the thickness is nevertheless appreciable, because the reduction of $U'^2$ produced near the edge persists all the way to the wall. The approach to Child's limit is correspondingly slow: measured from $\eta=1$, the thickness excess is 19 percent at $V/T=100$ and still 2.1 percent at $V/T=10^4$ (from $\eta=0.1$, 46 and about 3 percent). The remaining values are in the numerical output.

## When the law fails

The derivation assumes a steady voltage. If the voltage changes appreciably on the time scale of an ion transit, ions at different positions have experienced different potentials, and the steady energy relation fails. If it oscillates many times during a transit, the ions respond mainly to the mean potential, but the time-averaged charge of the electrons that enter and leave the sheath must then be included. Ionization in the sheath makes $J$ depend on position, and secondary electrons add negative charge. Their space charge is usually small because electrons are so light: in the worked example, a yield of 0.1 electron per ion would raise the ion current at fixed $V$ and $s$ by only about 0.014 percent. The emitted electrons carry current themselves, however, so the total current at the wall rises by 10 percent.

The ion mean free path must also be much longer than $s$, here about 8 mm. Collisions can alter the exponents themselves. Suppose, for example, that collisions impose a drift speed $u=\mu E$ with constant mobility $\mu$. This is a weak-field limit, in which an ion gains much less than the thermal energy of the gas between collisions. With 1000 V across 8 mm and a gas at room temperature, it would require a mean free path well below 0.2 μm. Poisson's equation then reads

$$E'=\frac{J}{\varepsilon_0\mu E},\qquad E^2=\frac{2Jx}{\varepsilon_0\mu},$$

again with zero edge field. Integrating $E$ across the sheath gives

$$V=\frac23\sqrt{\frac{2J}{\varepsilon_0\mu}}\,s^{3/2},\qquad
J=\frac98\varepsilon_0\mu\frac{V^2}{s^3}.$$

Space charge still limits the current, but the dependence on $V$ and $s$ has changed. Child's law, with its coefficient $4/9$, belongs to ions that start nearly at rest and fall freely through the sheath.

## Values computed for the example and the checks

```
Ion mass: 40 u
Electron temperature: 3.0 eV
Sheath-edge density: 1.00e+16 m^-3
Sheath voltage: 1000 V
Voltage / electron temperature: 333.33
Bohm speed: 2690.1 m/s
Ion current density: 4.3099 A/m^2
Ion current density: 0.4310 mA/cm^2
Debye length: 0.1288 mm
Child thickness: 7.964 mm
Child thickness / Debye length: 61.85
Thickness at doubled voltage, same current: 13.393 mm
Wall field magnitude: 167.43 kV/m
Wall ion speed: 69.457 km/s
Ion transit time: 0.3440 microseconds
Wall ion density: 3.873e+14 m^-3
Potential drop at half thickness: 396.9 V
Shooting entrance energy: 1.0e-05 eV
Shooting current density: 4.3112 A/m^2
Shooting / Child current: 1.000300
Fitted voltage exponent: 1.49987
Fitted thickness exponent: -2.00000
Fitted mass exponent: -0.50000
Bohm entrance energy: 1.50 eV
Current factor at fixed s, entrance energy only: 1.1184
Thickness factor at fixed J, entrance energy only: 1.0575
Entrance-energy correction coefficient: 3.0015
Full thickness from eta=1: 8.844 mm
Full / Child thickness at V/T=100: 1.19287
Full / Child thickness at V/T=333.333: 1.11052
Full / Child thickness at V/T=10000: 1.02103
Full / Child thickness at V/T=1e+06: 1.00212
Full J s^2/V^(3/2) / Child value at example: 1.2333
Full thickness correction coefficient: 2.9976
Large-voltage distance constant: 0.00377 Debye lengths
Electron / ion density at eta=5: 0.0223
Child position x/s at eta=5: 0.0429
```
